\section*{Faster Deuterium Does Not Mean Classical Diffusion}

\section{Three modes against two}

A hydrogen atom sits in an interstitial site of a metal, held equally in all three directions. To leave, it must pass a narrow window between host atoms. At the window, motion along the path is no longer a vibration, so two vibrations remain, both across the path. Let $V_0$ be the height of the potential at the window above the bottom of the well. Let $w=\hbar\omega$ denote the quantum of a mode: $w_0$ for each of the three well modes and $w_t$ for each of the two transverse modes at the window.

Suppose the crystal is so cold that every mode is in its ground state, and leave tunnelling aside for now. The atom starts with zero-point energy $\tfrac32w_0$ and needs $2\times\tfrac12w_t=w_t$ at the window. The barrier it must climb is
\begin{equation}
B=V_0+w_t-\tfrac32 w_0 .
\label{cold}
\end{equation}
Take $V_0=160$~meV and, for hydrogen, $w_0=67.8$~meV and $w_t=180$~meV. Then $B_H=160+180-101.7=238.3$~meV. Deuterium feels the same forces, but its quanta are smaller by almost $\sqrt2$: $w_0=47.9$~meV and $w_t=127.3$~meV. Its barrier is $B_D=160+127.3-71.9=215.4$~meV. The heavier isotope has the lower barrier, by 22.9~meV, and on cooling such a difference outweighs any fixed advantage in attempt frequency. Deuterium is then the faster one, and the reason is quantum mechanical.

\section{The belief and its appeal}

The opposite conclusion can be argued as follows. Quantum effects help light particles: hydrogen tunnels more readily than deuterium. If quantum effects mattered, hydrogen would beat deuterium by more than the classical margin. Deuterium is seen to be faster, so quantum effects must be absent or negligible.

The premise about tunnelling is sound. The argument fails in two places. It treats tunnelling as the whole of quantum mechanics, although the zero-point energy of the other modes also depends on mass and can act the other way. It also assumes that classical mechanics could account for faster deuterium, which has to be checked first.

\section{What classical mechanics allows}

Let the isotopes move on the same Born--Oppenheimer surface $V$. Put a dividing plane at the window, with $z$ the coordinate along the path. The classical transition-state rate through this window is the equilibrium flux in the outward direction, divided by the population of the well. The Boltzmann weight factorizes into momentum and position parts, so
\begin{equation}
k_{\rm cl}=\langle v_z\rangle_+\,
\frac{\int_{\rm plane}e^{-V/kT}\,d^2r}{\int_{\rm well}e^{-V/kT}\,d^3r}.
\end{equation}
The velocity factor counts outward motion alone but is normalized over all momenta:
\begin{equation}
\langle v_z\rangle_+=
\frac{\int_0^\infty (p/m)\,e^{-p^2/2mkT}dp}{\int_{-\infty}^{\infty}e^{-p^2/2mkT}dp}
=\frac{kT}{\sqrt{2\pi mkT}}=\sqrt{\frac{kT}{2\pi m}} .
\end{equation}
The position integrals contain no mass, whatever the shape of $V$. Hence
\begin{equation}
\frac{k_D}{k_H}=\sqrt{\frac{m_H}{m_D}}\equiv s=0.707
\end{equation}
at every temperature. Direct quadrature over phase space for the example gives the inverse ratio as 1.4139.

Transition-state theory neglects trajectories that turn back. In a rigid host this does not affect the ratio. With the scaled time $\tau=t/\sqrt m$, Newton's equation $m\,d^2\mathbf r/dt^2=-\nabla V$ becomes $d^2\mathbf r/d\tau^2=-\nabla V$, and the thermal weight of $\mathbf r'=d\mathbf r/d\tau$ is $e^{-|\mathbf r'|^2/2kT}$. Neither contains the mass. Both isotopes trace the same thermal set of paths, deuterium more slowly by $\sqrt{m_D/m_H}$. A moving host could make the turning back depend on the isotope, and that case is not covered here.

Stiffening the window therefore cannot favour deuterium classically. For harmonic force constants $K_0$ in the well and $K_t$ across the window, the Gaussian integrals give
\begin{align}
k_{\rm cl}&=\sqrt{\frac{kT}{2\pi m}}\;\frac{2\pi kT}{K_t}
\left(\frac{K_0}{2\pi kT}\right)^{3/2}e^{-V_0/kT}\nonumber\\
&=\frac{1}{2\pi}\frac{K_0^{3/2}}{K_t\sqrt m}\,e^{-V_0/kT}
=\frac{\omega_0^3}{2\pi\,\omega_t^2}\,e^{-V_0/kT}.
\end{align}
A larger $K_t$ slows both isotopes by the same factor.

\section{The quantum rate}

Now quantize the vibrations and keep the motion through the window classical. For each transverse state, the outward flux is
\begin{equation}
\int_0^\infty\frac{dp}{h}\,\frac pm\,e^{-p^2/2mkT}=\frac{kT}{h},
\end{equation}
with no mass left in it. Summing over transverse states and dividing by the partition function of the well gives
\begin{equation}
k=\frac{kT}{h}\,\frac{q(w_t)^2}{q(w_0)^3}\,e^{-V_0/kT},
\label{rate}
\end{equation}
where each mode contributes a geometric series,
\begin{equation}
q(w)=\sum_{n=0}^\infty e^{-(n+1/2)w/kT}
=\frac{e^{-w/2kT}}{1-e^{-w/kT}}=\frac{1}{2\sinh(w/2kT)} .
\end{equation}
This assumes harmonic modes, a rigid host, thermal equilibrium in the well, and no turning back.

Since $\omega=\sqrt{K/m}$, each deuterium quantum is $s$ times the hydrogen one. From here on $w_0$ and $w_t$ are the hydrogen values. Define
\begin{equation}
u=\frac{w_0}{2kT},\qquad r=\frac{w_t}{w_0},\qquad
L(y)=\ln\frac{\sinh y}{\sinh sy}.
\end{equation}
In the ratio of the two rates, $kT/h$ and $V_0$ cancel. A mode with hydrogen argument $y$ has $\ln(q_H/q_D)=-L(y)$. Two such modes stand in the numerator and three in the denominator, so
\begin{equation}
F(u)\equiv\ln\frac{k_H}{k_D}=3L(u)-2L(ru).
\label{F}
\end{equation}
Deuterium is faster when $F<0$.

\section{How stiff is stiff enough?}

To separate the zero-point energy, write $\sinh y=\tfrac12e^y(1-e^{-2y})$. Then
\begin{equation}
L(y)=(1-s)y+c(y),\qquad c(y)=\ln\frac{1-e^{-2y}}{1-e^{-2sy}} .
\end{equation}
The linear term comes from zero-point energy and $c$ from thermal excitation. Because $s<1$, $c$ is positive. Its slope is
\begin{equation}
c'(y)=\frac{2}{e^{2y}-1}-\frac{2s}{e^{2sy}-1}=\frac{g(y)-g(sy)}{y},
\qquad g(z)=\frac{2z}{e^{2z}-1}.
\end{equation}
The inverse of $g$ is the average of $e^t$ over $0<t<2z$, which grows with $z$. So $g$ decreases, and $c$ falls steadily from $\ln(1/s)$ at $y=0$ to zero. Equation~(\ref{F}) becomes
\begin{equation}
F(u)=-(1-s)(2r-3)u+\bigl[3c(u)-2c(ru)\bigr].
\label{split}
\end{equation}

Consider first $1\le r\le\tfrac32$. The first term is not negative. Since $c(ru)\le c(u)$, the bracket is at least $c(u)>0$. Hydrogen is faster at every temperature, although the window may be stiffer than the well. Stiffer transverse modes are thus not sufficient by themselves: they must also make up for the zero-point energy of the mode that is lost at the saddle.

For $r>\tfrac32$ the derivatives of $L$ are needed:
\begin{align}
L'(y)&=\coth y-s\coth sy,\\
L''(y)&=\frac{s^2}{\sinh^2sy}-\frac1{\sinh^2y}
=\frac1{y^2}\left[\left(\frac{sy}{\sinh sy}\right)^2-\left(\frac{y}{\sinh y}\right)^2\right]>0,
\end{align}
because $z/\sinh z$ decreases. At small $y$, $L'(y)\approx(1-s^2)y/3$, which vanishes at $y=0$. So $L'$ is positive and increasing, and $L'(ru)>L'(u)$. Therefore
\begin{equation}
F'(u)=3L'(u)-2rL'(ru)<(3-2r)L'(u)<0 .
\end{equation}
On cooling, $u$ grows and $F$ falls steadily from its classical value $\ln(1/s)$. At large $u$ the linear term in (\ref{split}) takes it to $-\infty$. There is one crossover temperature, with deuterium faster below it.

For a window softer than the well, $r<1$, the growth of $L$ gives $F>3L(u)-2L(u)=L(u)>0$, so hydrogen wins again. Within this model the condition for inversion is
\begin{equation}
2w_t>3w_0 .
\label{criterion}
\end{equation}

\section{Is zero-point energy the cause?}

Keep the level spacings but count each mode's energy from its ground state. This removes the linear term in (\ref{split}) and leaves the bracket, which is positive for all $r\ge1$. With a window at least as stiff as the well, quantized levels without zero-point energy therefore never let deuterium overtake. The full ratio is a product of two factors:
\begin{equation}
\frac{k_D}{k_H}=\exp\!\left[\frac{(1-s)(w_t-\frac32w_0)}{kT}\right]
\times e^{-[3c(u)-2c(ru)]} .
\label{product}
\end{equation}
The first exponent is the barrier difference from the opening case, divided by $kT$.

\section{Palladium-like numbers}

The example uses round parameters in the rough regime of dilute hydrogen in fcc palladium. The lattice parameter is $a=0.39$~nm. Hydrogen rests in octahedral sites and passes through triangular windows into tetrahedral sites, a distance $d=\sqrt3a/4=0.1689$~nm away. Along the path the potential is taken as $V_0\sin^2(\pi z/d)$. This symmetric form is a simplification: it puts the top halfway, whereas the triangle of host atoms lies two thirds of the way to the tetrahedral site. The curvature at the bottom of the well is
\begin{equation}
K_0=\frac{2\pi^2V_0}{d^2}=110.7\ {\rm eV/nm^2},
\end{equation}
which gives the hydrogen quantum of 67.8~meV. The cubic symmetry of the octahedral site makes the other two well modes equal to it. The window quantum of 180~meV is chosen; it corresponds to $K_t=780.7$~eV/nm$^2$. The ratio $r=180/67.8=2.655$ is well above $\tfrac32$.

At 300~K, equation (\ref{rate}) gives $4.96\times10^8$~s$^{-1}$ per window for hydrogen and $9.17\times10^8$~s$^{-1}$ for deuterium, so $k_D/k_H=1.85$. The thermal factor in (\ref{product}) is 0.762. The zero-point factor is therefore $1.850/0.762=2.43$, which agrees with 22.9~meV in the exponent and $kT$ near 26~meV. If $w_t$ is set equal to $w_0$ with all else fixed, the ratio drops to 0.62.

To obtain a diffusion coefficient, note that an octahedral site has eight windows. If $p_O$ is the fraction of hydrogen in octahedral sites, jumps out of them occur at rate $8kp_O$ per atom, and in equilibrium the jumps back are equally frequent. The jump vectors from each site sum to zero, so successive jumps are uncorrelated and
\begin{equation}
D=\frac{d^2}{6}\,(16kp_O)=\frac16\,\frac{3a^2}{16}\,16kp_O=\frac{a^2kp_O}{2}.
\end{equation}
With $p_O=1$ this gives $3.8\times10^{-7}$~cm$^2$/s for hydrogen and $7.0\times10^{-7}$~cm$^2$/s for deuterium. If tetrahedral sites lie 100~meV higher for both isotopes, $p_O=0.96$ at 300~K, and both values fall by 4\% with their ratio unchanged. An offset that differed between the isotopes would alter the ratio.

\section{The return of hydrogen on heating}

At high temperature, $\ln(\sinh y/y)\approx y^2/6$ gives $L(y)\approx\ln(1/s)+(1-s^2)y^2/6$. Inserting this in (\ref{F}), with $u^2=w_0^2/4(kT)^2$ and $s^2=m_H/m_D$,
\begin{equation}
\ln\frac{k_H}{k_D}\approx\frac12\ln\frac{m_D}{m_H}
+\left(1-\frac{m_H}{m_D}\right)\frac{3w_0^2-2w_t^2}{24(kT)^2}.
\end{equation}
Setting the right side to zero estimates the crossover:
\begin{equation}
kT_\times\approx\left[\frac{(1-m_H/m_D)(2w_t^2-3w_0^2)}{12\ln(m_D/m_H)}\right]^{1/2},
\end{equation}
or 643~K in the example. The full harmonic formula gives 590~K. The estimate is 9\% too high because $w_t$ is not small compared with $kT$ there. It worsens as $r$ approaches $\tfrac32$, and for $1.22<r\le\tfrac32$ it returns a temperature although no crossover exists, so it may be used only when (\ref{criterion}) holds with room to spare.

Near the crossover the isotopes diffuse almost equally fast. This is no classical regime either, since the classical value of $k_D/k_H$ is 0.707. Even at 1000~K the harmonic ratio is still 0.81.

Arrhenius slopes need similar care. With $\beta=1/kT$, each mode has $-d\ln q/d\beta=\tfrac12w\coth(\beta w/2)$, and the prefactor $kT/h$ adds $kT$. Using each isotope's own quanta,
\begin{equation}
E_a=-\frac{d\ln k}{d\beta}=V_0+kT+w_t\coth\frac{w_t}{2kT}
-\frac32w_0\coth\frac{w_0}{2kT}.
\end{equation}
At 300~K this is 249~meV for hydrogen and 216~meV for deuterium. The difference of 32~meV, taken before rounding, exceeds the 22.9~meV between the cold barriers, because the well modes are partly excited. Tunnelling, treated below, reduces the difference at this temperature. A difference of measured slopes is thus not directly a difference of zero-point energies.

\section{Tunnelling pulls the other way}

The belief was right that tunnelling favours hydrogen. To size it, let the atom stay in its transverse ground state along the path. The barrier is then $V_0\sin^2(\pi z/d)+w_\perp(z)-w_0$, where $w_\perp$ is the local transverse quantum, with its stiffness varying as $K_0+(K_t-K_0)\sin^2(\pi z/d)$. Its height is $E_b=272$~meV for hydrogen and 239~meV for deuterium. If $P(E)$ is the quantum transmission probability, the rate is multiplied by
\begin{equation}
\kappa=\frac1{kT}\int_{w_0/2}^\infty P(E)\,e^{-(E-E_b)/kT}\,dE ,
\end{equation}
where the lower limit is the ground-state energy of the harmonic path mode, without its coupling to the transverse modes. Classical passage, with $P=0$ below $E_b$ and $P=1$ above it, gives $\kappa=1$. The same $\kappa$ is used for excited transverse states, and the barrier is taken as symmetric, without the tetrahedral offset.

At 300~K, $\kappa=1.59$ for hydrogen and 1.23 for deuterium. The ratio falls to $1.850\times1.230/1.594=1.43$, and deuterium stays ahead. The values of $k_D/k_H$ at other temperatures are:

\begin{center}
\begin{tabular}{rccc}
$T$ (K) & harmonic & no zero-point & with tunnelling\\
150 & 5.56 & 0.94 & 1.11\\
200 & 3.32 & 0.88 & 1.68\\
300 & 1.85 & 0.76 & 1.43\\
500 & 1.12 & 0.66 & 1.02\\
800 & 0.87 & 0.62 & 0.84
\end{tabular}
\end{center}

In this estimate, the inversion is confined to a window from about 146 to 519~K. The harmonic factor leaves out the stiffening of the transverse modes inside the well, which narrows this range at both ends: with the well levels taken from the same coupled potential along one path axis, the range becomes about 169 to 425~K and the 300~K ratio falls to about 1.2. The cold end is a rough estimate, since it is sensitive to the neglected tetrahedral offset and tunnelling assisted by lattice vibrations is left out. A barrier made asymmetric by the 100~meV offset also moves the warm end, by some 15 to 35~K in either direction, and puts the 300~K ratio between about 1.2 and 1.5, depending on how steeply the path descends to the tetrahedral site. The cold limit of the opening case therefore shows the mechanism, but it does not predict what happens at the lowest temperatures.

\section{The model beside the metal}

In palladium, deuterium is indeed found to diffuse faster than hydrogen around room temperature. Measured activation energies are roughly 0.2~eV, and the well quantum is roughly 70~meV, so the example lies in the right range. The window quantum, $V_0$ and the shape of the path potential are model choices, and the last two set the well quantum. The computed crossover temperatures are therefore not predictions for the metal. Of the neglected effects sized here, tunnelling moves the 300~K ratio most, from 1.85 to 1.43. In the model, anharmonicity of the path mode in the well multiplies the ratio by 1.03, because the $\sin^2$ well softens with amplitude. In palladium the measured well quanta of hydrogen and deuterium stand in a ratio above $\sqrt2$, so the real well stiffens, and this lowers the ratio instead. Recoil of one host atom leaves the ratio at 1.85. Anharmonicity at the window was not computed. It would shift the quanta of the two isotopes by different fractions, so a change of stiffness cannot stand in for it. The stiffness itself matters too: a window quantum 10\% lower for both isotopes reduces the harmonic ratio to 1.52. With the tunnelling factors held fixed, that would leave $1.52\times1.230/1.594=1.17$. The inversion at room temperature would survive this change taken alone, with a modest margin. Coupling between the modes in the well is also left out. If the transverse modes stiffen already inside the well, as in the tunnelling estimate, the zero-point energy there rises more for hydrogen than for deuterium. This lowers $k_D/k_H$ and, with the softer window as well, leaves almost no margin: coupling along one path axis, tunnelling and the softer window together give about 1.03 at 300~K, with inversion only between about 200 and 325~K. Real samples also contain traps, whose effect is not estimated here.

Faster deuterium is thus no evidence against quantum effects. For equilibrium jumps on one potential surface in a rigid host, classical mechanics fixes $k_D/k_H$ at 0.707, and a ratio above one requires something beyond it. Zero-point energy at a sufficiently stiff saddle supplies it below the crossover temperature, provided that (\ref{criterion}) holds and tunnelling does not undo the gain. The remaining values are listed in the numerical output.

\section*{Computed results}
\begin{verbatim}
lattice parameter a = 0.39 nm; O-T distance = 0.1689 nm
classical barrier V0 = 0.160 eV
mass ratio m_D/m_H = 1.9990
stiffness: well 110.7, saddle 780.7 eV/nm^2
ratio wt/w0 = 2.655 (threshold 3/2)
classical k_H/k_D from quadrature = 1.4139
H: w0 = 67.8 meV, wt = 180.0 meV
H: zero-point well 101.7, saddle 180.0 meV
H: low-T barrier V0+wt-1.5w0 = 0.2383 eV
H: activation energy at 300 K = 0.2486 eV
H: rate per window at 300 K = 4.955e+08 1/s
H: D = a^2 k/2 at 300 K = 3.769e-07 cm^2/s
H: path barrier with transverse ZPE = 0.2722 eV
H: tunnelling factor at 300 K = 1.594
D: w0 = 47.9 meV, wt = 127.3 meV
D: zero-point well 71.9, saddle 127.3 meV
D: low-T barrier V0+wt-1.5w0 = 0.2154 eV
D: activation energy at 300 K = 0.2164 eV
D: rate per window at 300 K = 9.166e+08 1/s
D: D = a^2 k/2 at 300 K = 6.971e-07 cm^2/s
D: path barrier with transverse ZPE = 0.2394 eV
D: tunnelling factor at 300 K = 1.230
k_D/k_H: T in K | no tunnelling | no zero-point | with tunnelling
  150 | 5.557 | 0.943 | 1.109
  200 | 3.316 | 0.877 | 1.675
  300 | 1.850 | 0.762 | 1.427
  400 | 1.348 | 0.693 | 1.171
  500 | 1.116 | 0.656 | 1.021
  600 | 0.991 | 0.636 | 0.931
  800 | 0.866 | 0.621 | 0.836
 1000 | 0.809 | 0.620 | 0.790
crossover without tunnelling = 590 K
crossover, leading high-T estimate = 643 K
inversion window with tunnelling = 146 to 519 K
k_D/k_H at 300 K if wt = w0: 0.620
k_D/k_H at 300 K if wt is 10 % lower: 1.520
k_D/k_H at 300 K with host recoil: 1.850
path-mode anharmonic factor on k_D/k_H at 300 K: 1.027
assumed tetrahedral offset = 0.10 eV
octahedral occupation p_O at 300 K = 0.960
\end{verbatim}
